# Direct ring CCD, SOSEX and the self-correlation of one electron

## Question

I am testing a direct ring CCD code on the hydrogen atom. Coupled cluster should give no correlation energy for one electron, so I expected zero. With Hartree–Fock orbitals in aug-cc-pVQZ I get $-0.0142$ hartree instead. If I keep the same amplitudes and change only the energy formula to the SOSEX one, I get zero.

Is my code wrong? If not, why does the usual argument fail, and does SOSEX really cure the problem?

## Answer

Your code is behaving correctly. The one-electron argument relies on antisymmetry, which the direct ring equations give up. SOSEX restores it in the energy formula, but the amplitudes remain as they were.

I use hartree atomic units, real spin-orbitals, $i,j$ for occupied and $a,b$ for virtual ones, and

$$\langle ij|ab\rangle=\iint \frac{\phi_i(1)\phi_j(2)\,\phi_a(1)\phi_b(2)}{r_{12}}\,d1\,d2 .$$

### The usual argument

Let $\phi_i$, the one occupied spin-orbital, be the lowest eigenfunction of the one-electron Hamiltonian $h$ in the basis. Hartree–Fock gives this orbital, because the Coulomb and exchange terms cancel when they act on $\phi_i$ itself. The determinant $\Phi$ is then an eigenstate of the full Hamiltonian. All its couplings to excited determinants vanish, so zero amplitudes solve the conventional equations and the correlation energy is zero.

Doubles could not contribute anyway. Their operator is

$$T_2=\tfrac12\sum_{ijab}t_{ij}^{ab}\,a_a^\dagger a_b^\dagger a_j a_i ,$$

and with one occupied orbital it contains $a_ia_i=0$. It is the null operator whatever numbers $t_{ii}^{ab}$ are put in.

Direct ring CCD, however, does not evaluate its energy with this operator. It uses

$$E_{\rm dr}=\tfrac12\sum_{ijab}\langle ij|ab\rangle\,t_{ij}^{ab},$$

where nothing forces the term $i=j$ to vanish.

### The ring equations for one electron

The direct ring equations keep the particle–hole ring terms of CCD and drop their exchange parts. As matrices over excitations $ia$ and $jb$ they read

$$B+AT+TA+TBT=0,$$

with $B_{ia,jb}=\langle ij|ab\rangle$ and $A=\Delta+B$, where $\Delta$ is diagonal with entries $\varepsilon_a-\varepsilon_i$.

For one electron the index $i$ is fixed. Write $\Delta_a=\varepsilon_a-\varepsilon_i>0$ and $K_{ab}=\langle ii|ab\rangle$. Spin-flip excitations have no Coulomb coupling and are left out. Inserting $B=K$ and $A=\Delta+K$ gives

$$\Delta T+T\Delta+K+KT+TK+TKT=0,$$

and the last four terms factorize:

$$\Delta T+T\Delta+(1+T)K(1+T)=0. \qquad (1)$$

Setting $T=0$ leaves $K=0$, which is false. The conventional equations would have the driver $\langle ii|ab\rangle-\langle ii|ba\rangle=0$ in its place.

One virtual orbital shows the result in closed form. With gap $\Delta$ and integral $k$, equation (1) is $kt^2+2(\Delta+k)t+k=0$. The root that goes to zero with $k$ is

$$t=\frac{-(\Delta+k)+\sqrt{\Delta^2+2\Delta k}}{k},\qquad E_{\rm dr}=\tfrac12kt=\tfrac12\left[\sqrt{\Delta^2+2\Delta k}-\Delta-k\right].$$

For $\Delta=1$ and $k=0.25$, the square root is $\sqrt{1.5}=1.22474$, so $t=(-1.25+1.22474)/0.25=-0.1010$ and $E_{\rm dr}=0.125\,t=-0.0126$ hartree.

### Why the energy is negative in any such basis

For any vector $x$, $x^TKx$ is the Coulomb self-repulsion of the charge distribution $\phi_i\sum_ax_a\phi_a$. It is never negative, so $K\ge0$. Let $T$ be a real symmetric solution (one is constructed below) and set $M=(1+T)K(1+T)$, which is then also $\ge0$. The elements of (1) give

$$T_{ab}=-\frac{M_{ab}}{\Delta_a+\Delta_b}=-\int_0^\infty e^{-\Delta_as}M_{ab}\,e^{-\Delta_bs}\,ds .$$

Hence $x^TTx\le0$ for every $x$, and

$$E_{\rm dr}=\tfrac12{\rm Tr}(KT)=\tfrac12{\rm Tr}(K^{1/2}TK^{1/2})\le0 .$$

Could it be zero? Write $-T=S^2$ with $S$ symmetric. A zero trace means ${\rm Tr}[(SK^{1/2})^T(SK^{1/2})]=0$, so $SK^{1/2}=0$ and therefore $TK=KT=0$. Equation (1) shrinks to $K+\Delta T+T\Delta=0$. Multiply by $K$ and take the trace. The terms ${\rm Tr}(K\Delta T)={\rm Tr}(TK\Delta)$ and ${\rm Tr}(KT\Delta)$ vanish, leaving ${\rm Tr}K^2=0$, that is, $K=0$. But $K_{aa}$ is the self-repulsion of $\phi_i\phi_a$, which is positive unless that product is zero everywhere. One same-spin virtual with a nonzero product is therefore enough to make $E_{\rm dr}$ strictly negative.

### What the energy means: RPA and self-screening

The same energy comes from the direct random-phase approximation (RPA):

$$AX+BY=X\Omega,\qquad BX+AY=-Y\Omega .$$

To construct the solution, diagonalize the positive matrix $\Delta^{1/2}(\Delta+2K)\Delta^{1/2}=Z\Omega^2Z^T$ with $\Omega>0$, and set

$$X+Y=\Delta^{1/2}Z\Omega^{-1/2},\qquad X-Y=\Delta^{-1/2}Z\Omega^{1/2}.$$

The sum and difference of the RPA equations, $(\Delta+2K)(X+Y)=(X-Y)\Omega$ and $\Delta(X-Y)=(X+Y)\Omega$, are then satisfied. Also $(X+Y)^T(X-Y)=1$. Its symmetric part is $X^TX-Y^TY=1$, so $X$ is invertible. Its antisymmetric part is $Y^TX=X^TY$, so $T=YX^{-1}$ is symmetric.

Multiplying the RPA equations by $X^{-1}$ from the right gives

$$A+BT=X\Omega X^{-1},\qquad B+AT=-Y\Omega X^{-1}=-T(A+BT).$$

The second relation is the ring equation. The trace of the first gives ${\rm Tr}(BT)={\rm Tr}\,\Omega-{\rm Tr}A$, hence

$$E_{\rm dr}=\tfrac12({\rm Tr}\,\Omega-{\rm Tr}A). \qquad (2)$$

To see the screening, define the diagonal matrix $P_a(u)=2\Delta_a/(\Delta_a^2+u^2)$. Up to sign, it is the uncoupled response at imaginary frequency $iu$ built from the orbital gaps $\Delta_a$. It equals the true response of the one electron only for $h$ virtuals. In aug-cc-pVQZ these give a static polarizability of 4.50 for hydrogen, while Hartree–Fock virtuals give 2.56. Since $1+PK=(\Delta^2+u^2)^{-1}(\Delta^2+2\Delta K+u^2)$, and $\Delta^2+2\Delta K$ has the eigenvalues $\Omega_n^2$,

$$\det(1+PK)=\prod_n\frac{\Omega_n^2+u^2}{\Delta_n^2+u^2}.$$

Now $\int_0^\infty\ln\frac{\Omega^2+u^2}{\Delta^2+u^2}\,du=\pi(\Omega-\Delta)$: both sides vanish at $\Omega=\Delta$, and both have the derivative $\pi$ with respect to $\Omega$. Also $\int_0^\infty P_a\,du=\pi$. Equation (2) therefore becomes

$$E_{\rm dr}=\frac1{2\pi}\int_0^\infty\left[\ln\det(1+PK)-{\rm Tr}(PK)\right]du .$$

Expanding the logarithm gives closed chains of $P$ and $K$, starting with $-\frac12{\rm Tr}[(PK)^2]$. In each chain a density fluctuation repels another density fluctuation. Here both belong to the same electron, which is screened by its own polarizability.

### What SOSEX changes

SOSEX, second-order screened exchange, uses

$$E_{\rm SOSEX}=\tfrac12\sum_{ijab}\left(\langle ij|ab\rangle-\langle ij|ba\rangle\right)t_{ij}^{ab}.$$

For $i=j$, renaming the integration variables $1\leftrightarrow2$ turns $\langle ii|ab\rangle$ into $\langle ii|ba\rangle$. The bracket vanishes term by term, whatever the amplitudes are.

There is also an operator reading. By the Slater–Condon rules, the bracket is the matrix element of the Hamiltonian between $\Phi$ and the doubly excited determinant. So $E_{\rm SOSEX}=\langle\Phi|HT_2|\Phi\rangle$, with the ring amplitudes placed in the true fermion operator $T_2$. For one electron that operator is null.

The amplitudes themselves do not vanish. For hydrogen with Hartree–Fock virtuals in aug-cc-pVQZ, the Frobenius norm of $T$ is 0.093. This matrix is symmetric in $a$ and $b$, whereas an antisymmetrized fermion amplitude changes sign under $a\leftrightarrow b$ and under $i\leftrightarrow j$, and so vanishes for $i=j$.

A different cure puts exchange into the ring equations too. Then $B=0$ and $A=\Delta+K-J$, with $J_{ab}=(ii|ab)$ the repulsion between $\phi_i^2$ and $\phi_a\phi_b$. Hartree–Fock virtuals diagonalize $h+J-K$, so $\Delta=h+J-K-\varepsilon_i$ in the virtual space and $A=h-\varepsilon_i$. Its eigenvalues are the one-electron excitation energies in the basis, all positive here, and $AT+TA=0$ then gives $T=0$ for the spin-conserving excitations. With exchange, spin flips also couple, through $-J$. Their $A$ has a zero eigenvalue (flipping the spin within $\phi_i$), so $T=0$ is a solution there but not the only one. The energy is zero in any case, because $B=0$. In aug-cc-pVQZ the lowest Hartree–Fock gap is 0.5511 hartree, while the lowest eigenvalue of this $A$ is 0.3755 hartree, the same as the gap of $h$. The Hartree–Fock gap still depends on the basis (0.5576 in aug-cc-pVTZ, 0.5414 in aug-cc-pV5Z).

### Numbers for hydrogen

The occupied orbital is the same in both columns. The virtuals are either Hartree–Fock orbitals or eigenfunctions of $h$.

| Basis | $E_{\rm dr}$, HF virtuals (hartree) | $E_{\rm dr}$, $h$ virtuals (hartree) |
|---|---|---|
| aug-cc-pVDZ | −0.0108 | −0.0158 |
| aug-cc-pVTZ | −0.0134 | −0.0191 |
| aug-cc-pVQZ | −0.0142 | −0.0201 |

SOSEX gives zero in all six cases. The direct ring values still grow in magnitude with the basis, so the last row is not a basis-set limit.

Your result is the lower left entry, $-0.387$ eV. Added to the Hartree–Fock energy it gives $-0.49995-0.01422=-0.51417$ hartree. The correct energy in this basis is the lowest eigenvalue of $h$, $-0.4999$ hartree, so the total is too low by 2.8% of its magnitude.

The first approximation to (1), $T_{ab}\approx-K_{ab}/(\Delta_a+\Delta_b)$, gives

$$E^{(2)}=-\tfrac12\sum_{ab}\frac{K_{ab}^2}{\Delta_a+\Delta_b}=-0.0153\ \text{hartree}$$

for your case. The spurious energy is thus present at second order, and the remaining ring terms reduce it slightly here.

The $h$ virtuals give a larger error. A plausible reason is their smaller gaps: in the one-virtual formula, lowering $\Delta$ at fixed $k$ makes $E_{\rm dr}$ more negative. I have not proved this trend for many virtuals.

Nothing above needs an atom. For H$_2^+$ at 2 bohr in aug-cc-pVTZ, $E_{\rm dr}=-0.0167$ hartree and SOSEX again gives zero. The direct value is not converged with the basis: aug-cc-pVQZ gives $-0.0175$.

### Is self-correlation just the terms with $i=j$?

Not in a way that is independent of the orbitals. Take two hydrogen atoms 100 bohr apart with parallel spins. In aug-cc-pVDZ, $E_{\rm dr}=-0.0216$ hartree, twice the atomic value of $-0.0108$. With occupied orbitals $\phi_A,\phi_B$ localized on the atoms, all of this comes from $i=j$ to the printed accuracy.

The occupied orbitals are degenerate, so $\phi_\pm=(\phi_A\pm\phi_B)/\sqrt2$ serve equally well. Neglecting coupling between the atoms,

$$t_{++}^{ab}=\tfrac12(t_{AA}^{ab}+t_{BB}^{ab}),\qquad \langle{+}{+}|ab\rangle=\tfrac12(\langle AA|ab\rangle+\langle BB|ab\rangle).$$

Choose virtuals localized on the atoms. The cross terms between $A$ and $B$ then vanish in the sum over $a,b$. Each atom has $\frac12\sum_{ab}\langle AA|ab\rangle t_{AA}^{ab}=E_{\rm H}$, so the $++$ term contributes $\frac14(E_{\rm H}+E_{\rm H})=\frac12E_{\rm H}$, and $--$ contributes the same. The $i=j$ share is now $E_{\rm H}$ out of $2E_{\rm H}$, one half, and the calculation also gives 0.5000.

Deleting the $i=j$ terms would therefore give an answer that depends on the orbital choice. The SOSEX energy is zero to the printed accuracy for both choices.

### What SOSEX does not cure

Helium shows the limit. Its two electrons share one spatial orbital, and neither $K$ nor $\Delta$ depends on spin. Try the same amplitude matrix $t$ for all four spin pairs. Each matrix product in the ring equations then sums over two intermediate spins, so every block becomes

$$\Delta t+t\Delta+(1+2t)K(1+2t)=0,$$

and the trial form is consistent. The factor $2t$ is $t_{\uparrow\uparrow}+t_{\uparrow\downarrow}$. The first of these removes two electrons from the one occupied $\uparrow$ spin-orbital, which by the exclusion principle holds only one, yet it still feeds the legitimate opposite-spin amplitude.

The direct energy sums four spin pairs: $E_{\rm dr}=\frac12\cdot4\,{\rm Tr}(Kt)=2\,{\rm Tr}(Kt)$. Exchange acts in the two equal-spin pairs and removes $\frac12\cdot2\,{\rm Tr}(Kt)={\rm Tr}(Kt)$. Thus $E_{\rm SOSEX}=\frac12E_{\rm dr}$ for this closed-shell pair.

In aug-cc-pVTZ the correlation energies, in hartree, are:

- direct ring CCD: $-0.0599$
- SOSEX: $-0.0299$
- MP2: $-0.0336$
- full CI: $-0.0394$

Relative to full CI in the same basis, direct ring CCD gives 152% of the correlation energy and SOSEX 76%. These ratios depend on the basis: aug-cc-pVQZ gives 156% and 78%. With first-order amplitudes, SOSEX reproduces the MP2 value. The ring terms beyond second order move it further from full CI in this case. The forbidden amplitudes account for only part of the remaining error. Forcing $t_{\uparrow\uparrow}=t_{\downarrow\downarrow}=0$ turns the opposite-spin equation into $\Delta t+t\Delta+(1+t)K(1+t)=0$, and the energy ${\rm Tr}(Kt)$ becomes $-0.0316$ hartree. This closes about 0.0017 of the 0.0095 hartree gap to full CI. Full CCD gives $-0.0394$, so single excitations are negligible here, and the rest of the error lies in the CCD terms that the direct ring equations omit.

For your code, a nonzero direct ring energy for hydrogen is the expected outcome. A useful check is that SOSEX vanishes and that the direct energy agrees with (2). The numerical check makes both comparisons.

## Numbers as computed

```
Norm of doubles operator, i=j:  0.000
Norm of doubles operator, i!=j: 3.251
Model: gap = 1.00 Ha, k = 0.25 Ha
Model amplitude t = -0.101021
Model direct ring energy = -0.012628 Ha
Model second-order energy = -0.015625 Ha
H aug-cc-pvdz: HF energy = -0.499334 Ha, lowest h eigenvalue = -0.499334 Ha
  HF virtuals: direct ring = -0.010810 Ha, second order = -0.011791 Ha, |SOSEX| = 0.000000 Ha
  h virtuals: direct ring = -0.015838 Ha, second order = -0.018095 Ha, |SOSEX| = 0.000000 Ha
H aug-cc-pvtz: HF energy = -0.499821 Ha, lowest h eigenvalue = -0.499821 Ha
  HF virtuals: direct ring = -0.013432 Ha, second order = -0.014510 Ha, |SOSEX| = 0.000000 Ha
  h virtuals: direct ring = -0.019100 Ha, second order = -0.021533 Ha, |SOSEX| = 0.000000 Ha
H aug-cc-pvqz: HF energy = -0.499948 Ha, lowest h eigenvalue = -0.499948 Ha
  HF virtuals: direct ring = -0.014223 Ha, second order = -0.015324 Ha, |SOSEX| = 0.000000 Ha
    frequency integral = -0.014223 Ha
    plasmon formula = -0.014223 Ha
    direct ring = -0.3870 eV
    norm of T = 0.09296, antisymmetric part = 0.00000
    lowest eigenvalue of T = -0.05206
    lowest gap: HF orbitals 0.55113 Ha, rings with exchange 0.37553 Ha, h 0.37553 Ha
  h virtuals: direct ring = -0.020070 Ha, second order = -0.022559 Ha, |SOSEX| = 0.000000 Ha
    frequency integral = -0.020070 Ha
    plasmon formula = -0.020070 Ha
    direct ring = -0.5461 eV
    norm of T = 0.14014, antisymmetric part = 0.00000
    lowest eigenvalue of T = -0.07778
H2+ at 2 bohr, aug-cc-pvtz: direct ring = -0.016685 Ha, |SOSEX| = 0.000000 Ha
Two H atoms 100 bohr apart, parallel spins, aug-cc-pvdz:
  localized: direct ring = -0.021620 Ha, |SOSEX| = 0.000000 Ha, i=j share = 1.0000
  delocalized: direct ring = -0.021620 Ha, |SOSEX| = 0.000000 Ha, i=j share = 0.5000
He, aug-cc-pvtz, correlation energies:
  direct ring = -0.059851 Ha, SOSEX = -0.029926 Ha
  second-order SOSEX = -0.033621 Ha, MP2 = -0.033621 Ha
  full CI = -0.039414 Ha
```
